# Why a classical zero-point field does not reproduce quantum mechanics: a program that tests the result

```python
"""
Result under test: a classical charge in the random zero-point field (stochastic
electrodynamics, SED) has the quantum ground-state variances when it is harmonic,
but not when its potential is V = x^2/2 + lam*x^4.
For weak radiative coupling the stationary density of the action J obeys
    d ln P / dJ = -2 g(J),  g = sum n^4 |x_n|^2 / sum n^5 |x_n|^2   (n > 0),
x_n being the Fourier amplitudes of the orbit of action J.
Units: hbar = m = omega0 = 1; lam in m^2 omega0^3/hbar; tau = radiation-reaction time.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.fft import irfft
from scipy.integrate import quad, simpson
from scipy.interpolate import CubicSpline
from scipy.special import ellipj, ellipk


def quantum_ground(lam, size=120):
    """Ground energy, <x^2>, <x^4> by diagonalization in the oscillator basis."""
    off = np.sqrt(np.arange(1, size + 8) / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    x2 = x @ x
    x4 = (x2 @ x2)[:size, :size]
    energy, vec = np.linalg.eigh(np.diag(np.arange(size) + 0.5) + lam * x4)
    v = vec[:, 0]
    return np.array([energy[0], v @ x2[:size, :size] @ v, v @ x4 @ v])


def orbits(lam, amp):
    """Exact orbits x = A cn: energy, action, frequency, 1-g, <x^2>, <x^4>."""
    stiff = 1 + 4 * lam * amp**2
    par = 2 * lam * amp**2 / stiff
    big_k = ellipk(par)
    phase = np.arange(64) / 64
    cn = ellipj(4 * big_k[:, None] * phase, par[:, None])[1]
    power = np.abs(np.fft.rfft(cn, axis=1)[:, :32] / 64)**2
    n = np.arange(32.0)
    freq = np.pi * np.sqrt(stiff) / (2 * big_k)
    action = 2 * freq * amp**2 * (power @ n**2)
    one_minus_g = (power @ (n**5 - n**4)) / (power @ n**5)
    energy = amp**2 / 2 + lam * amp**4
    return (energy, action, freq, one_minus_g,
            amp**2 * np.mean(cn**2, axis=1), amp**4 * np.mean(cn**4, axis=1))


def sed_averages(lam, overtones=True):
    """SED means of energy, x^2, x^4 and the energy spread."""
    amp = np.linspace(0, 8, 4001)
    energy, action, freq, one_minus_g, x2, x4 = orbits(lam, amp)
    dj_da = (amp + 4 * lam * amp**3) / freq
    log_p = -2 * action
    if overtones:
        log_p = log_p + 2 * CubicSpline(amp, one_minus_g * dj_da).antiderivative()(amp)
    weight = np.exp(log_p) * dj_da
    norm = simpson(weight, x=amp)

    def mean(f):
        return simpson(weight * f, x=amp) / norm
    e = mean(energy)
    return np.array([e, mean(x2), mean(x4), np.sqrt(mean((energy - e)**2))])


# Harmonic oscillator: direct integration over the zero-point spectrum
tau_h, cut_h = 1e-5, 50.0


def spectral_moment(power):
    def f(w):
        return tau_h / np.pi * w**power / ((1 - w * w)**2 + tau_h**2 * w**6)
    edges = [0, 0.5, 0.9, 0.99, 0.999, 1 - 1e-4, 1 - 1e-5, 1,
             1 + 1e-5, 1 + 1e-4, 1.001, 1.01, 1.1, 2, 10, cut_h]
    return sum(quad(f, a, b, epsabs=1e-13, epsrel=1e-11, limit=300)[0]
               for a, b in zip(edges[:-1], edges[1:]))


x2_h, p2_h = spectral_moment(3), spectral_moment(5)
shift_x = tau_h / np.pi * (np.log(cut_h) - 0.5)
shift_p = tau_h / (2 * np.pi) * (cut_h**2 + 2 * np.log(cut_h**2) - 1)
assert abs((x2_h - 0.5) / shift_x - 1) < 0.01
assert abs((p2_h - 0.5) / shift_p - 1) < 0.01

# Operator ordering: classical mean of H^2 is that of the Weyl-ordered square
root = np.sqrt(np.arange(1, 16) / 2)
xm = np.diag(root, 1) + np.diag(root, -1) + 0j
pm = 1j * (np.diag(root, -1) - np.diag(root, 1))
mixed = np.mean([np.linalg.multi_dot(q)[0, 0] for q in permutations([xm, xm, pm, pm])])
weyl_h2 = ((np.linalg.matrix_power(xm, 4) + np.linalg.matrix_power(pm, 4))[0, 0]
           + 2 * mixed).real / 4
ham = (xm @ xm + pm @ pm) / 2
oper_h2 = (ham @ ham)[0, 0].real
harm = sed_averages(0.0)
classical_h2 = harm[0]**2 + harm[3]**2
assert abs(weyl_h2 - classical_h2) < 1e-9 and abs(oper_h2 - 0.25) < 1e-12

# Orbit expansions against exact orbits
lam_s = 1e-4
en, ac, fr, omg, _, _ = orbits(lam_s, np.array([1.0, 1.5, 2.0]))
h_coef = (en - ac - 1.5 * lam_s * ac**2) / (lam_s**2 * ac**3)
g_coef = omg / (lam_s * ac)**2
assert np.allclose(h_coef, -17 / 4, rtol=0.01)
assert np.allclose(g_coef, 81 / 8, rtol=0.01)


# Series coefficients in lam, extracted from the nonperturbative averages
def coefficient(func, index, known, order):
    def scaled(lam):
        return (func(lam)[index] - np.polyval(known[::-1], lam)) / lam**order
    return 2 * scaled(lam_s) - scaled(2 * lam_s)


def no_overtones(lam):
    return sed_averages(lam, overtones=False)


e2_sed = coefficient(sed_averages, 0, [0.5, 0.75], 2)
e2_qm = coefficient(quantum_ground, 0, [0.5, 0.75], 2)
e2_plain = coefficient(no_overtones, 0, [0.5, 0.75], 2)
v2_sed = coefficient(sed_averages, 1, [0.5, -1.5], 2)
v2_qm = coefficient(quantum_ground, 1, [0.5, -1.5], 2)
q1_sed = coefficient(sed_averages, 2, [0.75], 1)
q1_qm = coefficient(quantum_ground, 2, [0.75], 1)
for found, derived in [(e2_sed, 141 / 32), (e2_qm, -21 / 8), (e2_plain, -51 / 16),
                       (v2_sed, 753 / 32), (v2_qm, 105 / 8),
                       (q1_sed, -51 / 8), (q1_qm, -21 / 4)]:
    assert abs(found / derived - 1) < 0.01, (found, derived)

# Direct simulation of the stochastic equation of motion at lam = 1
lam, tau, dt, steps, cutoff = 1.0, 0.003, 0.06, 15000, 15.0
members, batches = 1500, 3
rng = np.random.default_rng(7)
qm = quantum_ground(lam)
p2_qm = qm[1] + 4 * lam * qm[2]
dw = 2 * np.pi / (steps * dt)
w = dw * np.arange(int(cutoff / dw) + 1)
sigma = np.sqrt(tau * w**3 / np.pi * dw)
sim_x2, sim_e = [], []
for _ in range(batches):
    amps = rng.standard_normal((len(w), members)) \
        + 1j * rng.standard_normal((len(w), members))
    force = irfft(amps * sigma[:, None] * steps / 2, n=steps, axis=0)
    x = np.sqrt(qm[1]) * rng.standard_normal(members)
    v = np.sqrt(p2_qm) * rng.standard_normal(members)
    s2, s4, count = np.zeros(members), np.zeros(members), 0
    for j in range(steps):
        x += 0.5 * dt * v
        xx = x * x
        damp = 0.5 * dt * tau * (1 + 12 * lam * xx)
        v = (v * (1 - damp) + dt * (force[j] - x * (1 + 4 * lam * xx))) / (1 + damp)
        x += 0.5 * dt * v
        if j >= steps // 2 and j % 4 == 0:
            xx = x * x
            s2 += xx
            s4 += xx * xx
            count += 1
    sim_x2.append(s2 / count)
    sim_e.append((s2 + 3 * lam * s4) / count)   # virial form of the orbit energy
    del force
sim_x2, sim_e = np.concatenate(sim_x2), np.concatenate(sim_e)
err_x2 = sim_x2.std() / np.sqrt(sim_x2.size)
err_e = sim_e.std() / np.sqrt(sim_e.size)
sed = sed_averages(lam)

print(f"harmonic test: tau*omega0 = {tau_h:.0e}, cutoff = {cut_h:.0f} omega0")
print(f"harmonic SED <x^2> = {x2_h:.6f} hbar/(m omega0)")
print(f"harmonic SED <p^2> = {p2_h:.6f} hbar m omega0")
print(f"off-resonant part of <p^2>, formula = {shift_p:.6f} hbar m omega0")
print(f"harmonic SED energy spread = {harm[3]:.4f} hbar omega0")
print(f"<H^2>: SED {classical_h2:.4f}, Weyl-ordered {weyl_h2:.4f}, "
      f"operator square {oper_h2:.4f} (hbar omega0)^2")
print("series coefficients (units hbar = m = omega0 = 1):")
print(f"  energy, lam^2: SED {e2_sed:.4f}, quantum {e2_qm:.4f}")
print(f"  energy, lam^2, SED without overtone heating: {e2_plain:.4f}")
print(f"  <x^2>, lam^2: SED {v2_sed:.4f}, quantum {v2_qm:.4f}")
print(f"  <x^4>, lam^1: SED {q1_sed:.4f}, quantum {q1_qm:.4f}")
print("energy and spread in hbar omega0, <x^2> in hbar/(m omega0):")
for value in (0.01, 0.1, 1.0, 10.0):
    a, b = quantum_ground(value), sed_averages(value)
    print(f"  lam={value:g}: E quantum {a[0]:.4f}, SED {b[0]:.4f}, "
          f"excess {100 * (b[0] / a[0] - 1):.1f} %")
    print(f"    <x^2> quantum {a[1]:.4f}, SED {b[1]:.4f}; SED spread {b[3]:.4f}")
print(f"lam=1 SED energy without overtone heating = "
      f"{no_overtones(1.0)[0]:.4f} hbar omega0")
g_limit = 1 - orbits(1.0, np.array([1e4]))[3][0]
print(f"g for a purely quartic orbit = {g_limit:.4f}")
print(f"simulation, lam=1: tau*omega0 = {tau}, cutoff = {cutoff:.0f} omega0, "
      f"{sim_e.size} trajectories")
print(f"  duration {steps * dt:.0f}/omega0, step {dt}/omega0, second half averaged")
print(f"  start variances: x {qm[1]:.4f}, p {p2_qm:.4f} (hbar = m = omega0 = 1)")
print(f"  simulated energy = {sim_e.mean():.4f} +- {err_e:.4f} hbar omega0")
print(f"  simulated <x^2> = {sim_x2.mean():.4f} +- {err_x2:.4f} hbar/(m omega0)")
tau_e = const.e**2 / (6 * np.pi * const.epsilon_0 * const.m_e * const.c**3)
print(f"electron tau = {tau_e:.4e} s")
print(f"electron tau*omega0 at hbar omega0 = 1 eV: {tau_e * const.e / const.hbar:.3e}")

# 5 %: sampling error near 1 % plus finite-tau, off-resonant shifts of 1-2 %
assert abs(sim_e.mean() / sed[0] - 1) < 0.05
assert abs(sim_x2.mean() / sed[1] - 1) < 0.05
assert sim_e.mean() - qm[0] > 5 * err_e
print("all good")
```

Output:

```
harmonic test: tau*omega0 = 1e-05, cutoff = 50 omega0
harmonic SED <x^2> = 0.500011 hbar/(m omega0)
harmonic SED <p^2> = 0.504002 hbar m omega0
off-resonant part of <p^2>, formula = 0.004002 hbar m omega0
harmonic SED energy spread = 0.5000 hbar omega0
<H^2>: SED 0.5000, Weyl-ordered 0.5000, operator square 0.2500 (hbar omega0)^2
series coefficients (units hbar = m = omega0 = 1):
  energy, lam^2: SED 4.4059, quantum -2.6250
  energy, lam^2, SED without overtone heating: -3.1877
  <x^2>, lam^2: SED 23.5307, quantum 13.1249
  <x^4>, lam^1: SED -6.3749, quantum -5.2500
energy and spread in hbar omega0, <x^2> in hbar/(m omega0):
  lam=0.01: E quantum 0.5073, SED 0.5078, excess 0.1 %
    <x^2> quantum 0.4862, SED 0.4869; SED spread 0.5154
  lam=0.1: E quantum 0.5591, SED 0.5776, excess 3.3 %
    <x^2> quantum 0.4125, SED 0.4273; SED spread 0.6409
  lam=1: E quantum 0.8038, SED 0.9516, excess 18.4 %
    <x^2> quantum 0.2571, SED 0.2959; SED spread 1.2157
  lam=10: E quantum 1.5050, SED 1.9759, excess 31.3 %
    <x^2> quantum 0.1300, SED 0.1596; SED spread 2.6429
lam=1 SED energy without overtone heating = 0.7926 hbar omega0
g for a purely quartic orbit = 0.7750
simulation, lam=1: tau*omega0 = 0.003, cutoff = 15 omega0, 4500 trajectories
  duration 900/omega0, step 0.06/omega0, second half averaged
  start variances: x 0.2571, p 0.9860 (hbar = m = omega0 = 1)
  simulated energy = 0.9655 +- 0.0097 hbar omega0
  simulated <x^2> = 0.2987 +- 0.0020 hbar/(m omega0)
electron tau = 6.2664e-24 s
electron tau*omega0 at hbar omega0 = 1 eV: 9.520e-09
all good
```
